# Absorption and Energy-Loss Spectra from One Bethe-Salpeter Equation

A gapped, non-magnetic crystal is probed in two ways. Optical absorption is described by $\mathrm{Im}\,\varepsilon_M(\omega)$, where $\varepsilon_M$ is the macroscopic dielectric function. Fast electrons measure the loss function $L(\omega)=-\mathrm{Im}[1/\varepsilon_M(\omega)]$. The problem is to find what distinguishes the two spectra microscopically, and what becomes of the distinction in dilute and in dense matter.

The response is linear and the Coulomb interaction is instantaneous. The crystal is cubic, and both spectra refer to the same wavevector $q\to0$. Spectra at different $q$ differ for further reasons, not treated here. The symbol $e^2$ stands for $e^2/4\pi\epsilon_0$, energies and frequencies share one unit ($\hbar=1$), and $z=\omega+i\eta$ with broadening $\eta>0$.

## (a) Two spectra, one polarizability

**Question.** Let $P$ give the density response to the total classical potential, and $\chi$ the response to the external one. Express both spectra through $P$ and the Coulomb interaction, keeping all local fields.

**Solution.** Let $U$ denote the potential energy of an electron. In the basis of reciprocal lattice vectors $\mathbf G$, the induced density is $\delta n=PU_{\rm tot}=\chi U_{\rm ext}$, with

$$U_{\rm tot}=U_{\rm ext}+v\,\delta n,\qquad v_{\mathbf G}=\frac{4\pi e^2}{|\mathbf q+\mathbf G|^2}.$$

Hence $\chi=P+Pv\chi$. The electron-hole attraction $W$ of the Bethe-Salpeter equation is contained in $P$.

An external potential with only a $\mathbf G=0$ component produces the average total potential $(1+v_0\chi_{00})U_{\rm ext}$, where $v_0=4\pi e^2/q^2$. The macroscopic dielectric function is the ratio of external to average total potential, so

$$\frac1{\varepsilon_M}=1+v_0\chi_{00}.$$

Now split $v=\bar v+v_0$, where $\bar v$ lacks the $\mathbf G=0$ component and $v_0$ acts on that component alone. Define $\bar\chi=P+P\bar v\bar\chi$, that is, $\bar\chi=(1-P\bar v)^{-1}P$. The equation for $\chi$ becomes

$$(1-P\bar v)\chi=P+Pv_0\chi\quad\Rightarrow\quad \chi=\bar\chi+\bar\chi v_0\chi .$$

Since $v_0$ has a single non-zero element, the $00$ element closes on itself:

$$\chi_{00}=\frac{\bar\chi_{00}}{1-v_0\bar\chi_{00}},\qquad 1+v_0\chi_{00}=\frac1{1-v_0\bar\chi_{00}} .$$

Therefore $\varepsilon_M=1-v_0\bar\chi_{00}$, and

$$\mathrm{Im}\,\varepsilon_M=-v_0\,\mathrm{Im}\,\bar\chi_{00},\qquad L=-v_0\,\mathrm{Im}\,\chi_{00}.$$

The two spectra have the same $P$, the same $W$ and the same $\bar v$. The loss function has one more term in its interaction, $v_0$.

Since $L=\mathrm{Im}\,\varepsilon_M/|\varepsilon_M|^2$ and $U_{\rm ext}=\varepsilon_MU_{\rm tot}$ for the macroscopic potentials, we also have $L|U_{\rm ext}|^2=\mathrm{Im}\,\varepsilon_M|U_{\rm tot}|^2$. The same dissipation is referred to the external field in one case and to the total macroscopic field in the other.

## (b) Why light does not feel $v_0$

**Question.** Part (a) used a longitudinal potential, but light is transverse. Show from the Coulomb energy of a lattice of dipoles why the interaction for light is $\bar v$.

**Solution.** Put in every cell of volume $\Omega$ a transition charge $\rho(\mathbf r)$ with dipole length $\mathbf d$, and modulate the lattice with wavevector $\mathbf q$. Let $\phi$ be the potential of the whole modulated lattice. The Coulomb matrix element $\int\rho^*\phi$ per cell, taken without the factor $\tfrac12$ of an electrostatic energy because it serves as the exchange term in (c), is

$$K(\mathbf q)=\frac1\Omega\sum_{\mathbf G}\frac{4\pi e^2}{|\mathbf q+\mathbf G|^2}\,|\tilde\rho(\mathbf q+\mathbf G)|^2 .$$

The transition charge has no net charge, so $\tilde\rho(\mathbf k)\approx-i\mathbf k\cdot\mathbf d$ at small $k$. With $\theta$ the angle between $\mathbf q$ and $\mathbf d$, the $\mathbf G=0$ term tends to

$$\frac{4\pi e^2}{\Omega}\frac{(\mathbf q\cdot\mathbf d)^2}{q^2}=K_0\cos^2\theta,\qquad K_0=\frac{4\pi e^2d^2}{\Omega}.$$

The other terms tend to a value $\bar K$ that does not depend on the direction of $\mathbf q$. A polarization along $\mathbf q$ thus costs $\bar K+K_0$. A polarization across $\mathbf q$, as light produces, costs $\bar K$, because it carries no macroscopic charge.

In a cubic crystal the dielectric tensor at $q\to0$ is a multiple of the unit tensor, so the longitudinal calculation of $\varepsilon_M$ also serves for light. In a uniaxial crystal the comparison must be made either along the optic axis or perpendicular to it, and in an orthorhombic crystal along one of the three crystal axes. In monoclinic and triclinic crystals the principal axes of the real and imaginary parts of the tensor need not coincide and can turn with frequency; that case is not treated here.

## (c) The long-range term in the pair equation

**Question.** Write $\varepsilon_M$ and $1/\varepsilon_M$ as resolvents in the space of electron-hole pairs, and find how their matrices differ.

**Solution.** Take spin-singlet pairs $t$ in a real basis, which time-reversal symmetry permits, and a static $W$. Let $D$ contain the pair energies and $K$ the Coulomb exchange between transition charges. I keep $W$ between resonant pairs and neglect it between resonant and antiresonant ones:

$$A=D-W+2K,\qquad B=2K .$$

The factor 2 comes from spin. A perturbation with matrix elements $u$ drives resonant amplitudes $X$ and antiresonant amplitudes $Y$:

$$(A-z)X+BY=-u,\qquad BX+(A+z)Y=-u .$$

The sum and difference of these equations are

$$(A+B)(X+Y)-z(X-Y)=-2u,\qquad R(X-Y)=z(X+Y),$$

where $R=A-B=D-W$ is free of $K$. It must be positive definite for a stable ground state. Eliminate $X-Y=zR^{-1}(X+Y)$, set $X+Y=R^{1/2}y$, and multiply from the left by $R^{1/2}$:

$$(M-z^2)\,y=-2R^{1/2}u,\qquad M=R^{1/2}(A+B)R^{1/2}=R^{1/2}(R+4K)R^{1/2}.$$

For $U_{\rm ext}=U_0e^{iqx}$ and $q\to0$ the matrix elements are $u_t=iqd_tU_0$. In a crystal of volume $V$ the density component is $\delta n=(2/V)\sum_t(-iqd_t)(X_t+Y_t)$, again with a spin factor 2. Inserting $X+Y$ gives

$$v_0\chi_{00}=\frac{4\pi e^2}{q^2}\,\frac2V\,(-2)\,q^2\;d^TR^{1/2}(M-z^2)^{-1}R^{1/2}d=-\langle f|(M-z^2)^{-1}|f\rangle,$$

$$|f\rangle=\sqrt{\frac{16\pi e^2}{V}}\;R^{1/2}d .$$

The same steps with $\bar K$ in place of $K$ give $v_0\bar\chi_{00}$, with a matrix $\bar M$. The results of (a) become

$$\varepsilon_M=1+\langle f|(\bar M-z^2)^{-1}|f\rangle,\qquad \frac1{\varepsilon_M}=1-\langle f|(M-z^2)^{-1}|f\rangle .$$

The long-range part of $K$ is $(1/V)(4\pi e^2/q^2)(qd_t)(qd_{t'})=4\pi e^2d_td_{t'}/V$. It enters $M$ with the factor 4, so

$$M=\bar M+|f\rangle\langle f| .$$

The long-range interaction acts on one collective combination of pairs, the one excited by a uniform field.

## (d) What the extra term must do

**Question.** Which relations between the two spectra follow, whatever the details of $W$ and $\bar v$?

**Solution.** Let $\bar E_\lambda^2$ be the eigenvalues of $\bar M$, taken positive, and $\bar S_\lambda$ the squared overlaps of its eigenvectors with $|f\rangle$. Then

$$\varepsilon_M=1+\sum_\lambda\frac{\bar S_\lambda}{\bar E_\lambda^2-z^2},\qquad \sum_\lambda\bar S_\lambda=\langle f|f\rangle\equiv\omega_p^2 .$$

The loss function has the same form with energies $E_\lambda$ and strengths $S_\lambda$ taken from $M$. Three relations follow within this pair theory.

*Equal f-sums.* For $\eta\to0$ and $\omega>0$, each term contributes $\bar S_\lambda\,\pi\,\delta(\bar E_\lambda^2-\omega^2)=(\pi\bar S_\lambda/2\bar E_\lambda)\,\delta(\omega-\bar E_\lambda)$. Thus $\int_0^\infty\omega\,\mathrm{Im}\,\varepsilon_M\,d\omega=\tfrac\pi2\omega_p^2$, and $\int_0^\infty\omega L\,d\omega$ has the same value because $|f\rangle$ is the same.

*A fixed upward shift.* The strength-weighted mean of the squared energy is $\langle f|\bar M|f\rangle/\langle f|f\rangle$ in absorption. In loss it is larger by

$$\frac{\langle f|f\rangle\langle f|f\rangle}{\langle f|f\rangle}=\omega_p^2 .$$

*Interlacing.* For $\eta\to0$, regard $\varepsilon_M$ as a function of $\omega^2$. Between its poles it is real, with slope $\sum_\lambda\bar S_\lambda/(\bar E_\lambda^2-\omega^2)^2>0$. It therefore rises from $-\infty$ to $+\infty$ between neighbouring poles of non-zero strength and crosses zero once. Above the highest such pole it rises from $-\infty$ to 1 and crosses zero once more. These zeros are the poles of $L$.

The size of all these changes is set by $\omega_p^2=(16\pi e^2/V)\,d^TRd$, which is proportional to the density of objects if each keeps its own transitions.

## (e) The dilute limit

**Question.** Let the crystal be an array of finite objects, one per cell, and let $\Omega$ grow at fixed $\eta$. Show that the spectra merge, and find how fast.

**Solution.** The imaginary part of $\bar E_\lambda^2-z^2$ is $-2\omega\eta$, so its modulus is at least $2\omega\eta$. Summing the strengths gives

$$|\varepsilon_M-1|\le\delta,\qquad \delta=\frac{\omega_p^2}{2\omega\eta}\propto\frac1\Omega .$$

Since $L=\mathrm{Im}(1-1/\varepsilon_M)$, the difference of the spectra is the imaginary part of

$$(\varepsilon_M-1)-\Big(1-\frac1{\varepsilon_M}\Big)=\frac{(\varepsilon_M-1)^2}{\varepsilon_M}.$$

For $\delta<1$ we have $|\varepsilon_M|\ge1-\delta$, hence

$$|L-\mathrm{Im}\,\varepsilon_M|\le\frac{\delta^2}{1-\delta}.$$

Each spectrum is of first order in $1/\Omega$, their difference of second order. Multiplied by $\Omega$, both tend to the same absorption per object.

For a single narrow resonance at $E\gg\eta$, write $\Delta=(E-\omega)/\eta$ and evaluate $\delta$ at $\omega=E$. Near the resonance,

$$\varepsilon_M-1\approx\frac{\delta}{\Delta-i}=\delta\,\frac{\Delta+i}{1+\Delta^2},\qquad \mathrm{Im}(\varepsilon_M-1)^2\approx\frac{2\delta^2\Delta}{(1+\Delta^2)^2}.$$

The absorption peak is $\delta$. The second expression is stationary when $1+\Delta^2=4\Delta^2$, so $\Delta=\pm1/\sqrt3$, where its modulus is $(3\sqrt3/8)\delta^2$. To leading order in both $\delta$ and $\eta/E$, the largest difference relative to the absorption peak is $0.65\,\delta$. The next order in $\eta/E$ follows from $E+z=2E-\eta(\Delta-i)$. It adds the real constant $\delta\eta/2E$ to $\varepsilon_M-1$, and hence $\delta^2(\eta/E)/(1+\Delta^2)$ to $\mathrm{Im}(\varepsilon_M-1)^2$. At $\Delta=1/\sqrt3$ this raises the coefficient 0.65 by $3\eta/4E$.

The order of limits matters. At fixed $\Omega$ the poles remain distinct, and the spectra separate again once $\eta$ falls below their splitting.

## (f) Compact objects on a cubic lattice

**Question.** Give each object one transition with a Gaussian transition charge, and neglect hopping between objects. Where do the two resonances lie?

**Solution.** Let $\rho=-d\,\partial_xg$, where $g$ is a normalized Gaussian of width $s$. Then $\tilde\rho(\mathbf k)=-ik_xd\,e^{-k^2s^2/2}$. By cubic symmetry $G_x^2/G^2$ may be replaced by $1/3$ in the lattice sum:

$$\bar K=\frac{4\pi e^2d^2}{3\Omega}\Big[\sum_{\text{all }\mathbf G}e^{-G^2s^2}-1\Big].$$

Poisson summation turns the full sum into a sum over lattice vectors $\mathbf T$,

$$\sum_{\mathbf G}e^{-G^2s^2}=\frac{\Omega}{8\pi^{3/2}s^3}\sum_{\mathbf T}e^{-T^2/4s^2}.$$

When the charges do not overlap, the term $\mathbf T=0$ suffices, and

$$\bar K=K_{\rm self}-\frac{K_0}3,\qquad K_{\rm self}=\frac{e^2d^2}{6\sqrt\pi\,s^3}.$$

So $\bar v$ is not purely short-ranged: it contains the object's own depolarization, $K_{\rm self}$, and also the Lorentz term $-K_0/3$. This term comes from the distant dipoles: on a cubic lattice the point-dipole fields of the sites within a sphere around the object cancel shell by shell.

Let $\Delta_0$ be the value of $D-W$ for the transition. Then $\bar M=\Delta_0(\Delta_0+4\bar K)$ and $\omega_p^2=4\Delta_0K_0$. With $E_{\rm iso}^2=\Delta_0(\Delta_0+4K_{\rm self})$,

$$E_{\rm abs}^2=E_{\rm iso}^2-\tfrac13\omega_p^2,\qquad E_{\rm loss}^2=E_{\rm iso}^2+\tfrac23\omega_p^2 .$$

Setting $x=\omega_p^2/(E_{\rm iso}^2-z^2)$, we find

$$\varepsilon_M=1+\frac{x}{1-x/3}=\frac{1+2x/3}{1-x/3},$$

which is the Clausius-Mossotti relation. Also $1-1/\varepsilon_M=x/(1+2x/3)$. For large $\Omega$ both spectra reduce to $\mathrm{Im}\,x$, the response of the isolated object. If that object has a collective resonance of its own, absorption and loss show it at the same energy.

## (g) From dilute array to dense solid

**Question.** Follow the spectra of a model crystal as its spacing $a$ shrinks from 40 to 3 Å.

**Solution.** Each site of a simple-cubic lattice has a filled s-like and empty p-like Gaussian orbitals. The product of the normalized orbitals is $(x/s)g$, so $d=s$, and I take $s=0.8$ Å. The pair energies are

$$D(\mathbf k)=8.5\ \mathrm{eV}-2t\sum_{i=x,y,z}\cos k_ia,\qquad t=0.25\ \mathrm{eV}\times e^{-(a-3\,\text{Å})/0.5\,\text{Å}},$$

and $W$ is an on-site attraction of 3.5 eV. The broadening is $\eta=0.2$ eV. The different hopping of a p orbital along and across its axis, orbital non-orthogonality, transition charge between sites and the dependence of $W$ on spacing are neglected, so the dense case illustrates the mechanism and represents no particular material.

The on-site value of $D-W$ is $\Delta_0=8.5-3.5=5.0$ eV. With $e^2=14.40$ eV Å,

$$K_{\rm self}=\frac{14.40\times0.8^2}{6\sqrt\pi\times0.8^3}=1.69\ \mathrm{eV},\qquad E_{\rm iso}=\sqrt{5.0\,(5.0+4\times1.69)}=7.67\ \mathrm{eV}.$$

Diagonalization gives the following peaks. The last column is the largest difference between the curves, relative to the absorption peak.

| $a$ (Å) | $\omega_p$ (eV) | absorption (eV) | loss (eV) | difference |
|---:|---:|---:|---:|---:|
| 40 | 0.19 | 7.67 | 7.67 | 0.008 |
| 20 | 0.54 | 7.67 | 7.68 | 0.063 |
| 10 | 1.52 | 7.62 | 7.77 | 0.45 |
| 6 | 3.27 | 7.43 | 8.12 | 0.93 |
| 4 | 6.02 | 6.86 | 9.14 | 0.99 |
| 3 | 9.26 | 5.89 | 11.24 | 1.00 |

*Dilute end.* At 40 Å, $\delta=0.0118$, and the leading estimate $0.65\,\delta=0.0077$ lies 3% below the computed 0.0079. With the correction $3\eta/4E=0.020$ from (e), the estimate becomes $0.669\,\delta=0.0079$. At 20 Å the poles are 18.9 meV apart, far less than $\eta$, and the curves nearly coincide. With $\eta$ reduced to 2 meV at the same spacing, the relative difference rises to 0.99, as the order of limits in (e) requires.

*Dense end.* At 3 Å,

$$K_0=\frac{4\pi\times14.40\times0.8^2}{27}=4.29\ \mathrm{eV},\qquad \omega_p^2=4\times5.0\times4.29=85.8\ \mathrm{eV}^2 .$$

The charges now overlap, so $\bar K=K_{\rm self}-K_0/3=0.26$ eV no longer holds; the full lattice sum gives 0.58 eV.

The pair continuum runs from $8.5-6t=7.0$ eV to $8.5+6t=10.0$ eV. Absorption has a bound exciton at 5.895 eV, 1.105 eV below the continuum, with 90% of the f-sum. Loss has a plasmon at 11.24 eV, above the continuum, with 95% of the f-sum. The root-mean-square energies, 6.17 eV and 11.13 eV, satisfy the shift rule of (d):

$$11.13^2-6.17^2\approx85.8\ \mathrm{eV}^2=\omega_p^2 .$$

At the exciton energy $\mathrm{Im}\,\varepsilon_M=32.9$, while $L=0.03$: the large $|\varepsilon_M|$ screens the external field. At the plasmon energy $\mathrm{Im}\,\varepsilon_M=0.06$, while $L=18.1$, because $\varepsilon_M$ is close to zero there. Both peaks are isolated poles outside the continuum, damped by $\eta$ alone, so their heights scale as $1/\eta$; halving $\eta$ doubles the plasmon peak to 36.

The causes can be tested by removing them. With the attraction set to zero, absorption has no pole below 7.0 eV. Without the long-range term, which is the absorption calculation itself, no pole lies above 10.0 eV.

*Conditions.* The shift by $\omega_p^2$ holds at every density, but the clean picture of exciton and plasmon needs more. Keeping resonant pairs only, a bright pair bound at energy $E$ satisfies $1=(W-2\bar K)\,\langle 1/(D(\mathbf k)-E)\rangle_{\mathbf k}$. In three dimensions the density of pair states vanishes as a square root at the lower edge, so this average stays finite there. In this approximation the net attraction $W-2\bar K$ must therefore exceed a threshold proportional to the bandwidth; coupling to antiresonant pairs changes its value, and the strict proportionality is then lost. The threshold belongs to the on-site $W$ of the model. In a real gapped crystal the screened attraction falls off as $1/r$ and binds a hydrogen-like series below a parabolic edge whatever its strength; what varies is the binding energy and the share of the f-sum. When absorption has no pole above the continuum, as here, the loss has a pole above the continuum only if $\varepsilon_M$ is still negative at the upper edge. Otherwise the main loss resonance lies either among the pair excitations, into which it can decay, or in the gap below them. The second case occurs at 6 Å, where the loss peak at 8.12 eV lies under a narrow continuum near 8.5 eV. The upper edge itself comes from keeping one band of pairs. A real solid has higher bands and no upper edge, so a plasmon above the gap lies among interband transitions and is broadened by them.

Nor must the loss function lack excitons. Near a weak exciton of strength $S$ and energy $E_x$, on a positive background $b$ that varies slowly,

$$\varepsilon_M\approx b+\frac{S}{E_x^2-\omega^2},$$

which vanishes at $\omega^2=E_x^2+S/b$. If this lies within the gap, the exciton also appears in the loss, shifted upwards. At 3 Å the exciton is too strong for that: $S\approx0.90\times85.8\approx77\ \mathrm{eV}^2$, against $7.0^2-5.895^2\approx14\ \mathrm{eV}^2$ of room below the edge. The shift $S/b$ would fit into this room only if $b$ exceeded about 5, and the computed loss function has no pole below the continuum. From 6 Å outward $\omega_p^2$ is small enough that the loss peak of the table lies in the gap, above the absorption peak.

The binding threshold and the weak-exciton estimate are not tested numerically. The numerical check computes the numbers of (g) and checks the main relations of (a) to (f), including those of (a) at finite $q$ for a small crystal with local fields and electron-hole attraction.

## Values computed for the example and the checks

```
Bloch crystal: largest relative mismatch = 3.2e-14
Bloch crystal: largest relative local-field effect = 1.070
e^2/(4 pi eps0) = 14.3996 eV A
Gaussian width = dipole length = 0.80 A
mean pair energy = 8.50 eV
on-site attraction = 3.50 eV
pair hopping at 3 A = 0.25 eV
hopping decay length = 0.50 A
broadening eta = 0.20 eV
oscillator strength per site (limit 2) = 1.680
isolated exchange energy K_self = 1.6925 eV
isolated excitation energy = 7.6714 eV
Table 1: a [A], K_bar [eV], K_zero [eV], plasma energy [eV]
     3    0.5830   4.28922    9.262
     4    1.1090   1.80951    6.016
     6    1.5138   0.53615    3.275
    10    1.6539   0.11581    1.522
    20    1.6877   0.01448    0.538
    40    1.6919   0.00181    0.190
Table 2: a [A], absorption peak [eV], loss peak [eV],
  peak Im eps, peak loss, max difference / peak Im eps
     3    5.89   11.23   32.8612  18.1157   0.9991
     4    6.86    9.14   13.1332   9.7375   0.9942
     6    7.43    8.12    3.6050   3.2992   0.9294
    10    7.62    7.77    0.7597   0.7449   0.4527
    20    7.66    7.68    0.0944   0.0942   0.0629
    40    7.67    7.67    0.0118   0.0118   0.0079
3 A: pair continuum = 7.00 to 10.00 eV
3 A: exciton energy = 5.895 eV
3 A: exciton binding energy = 1.105 eV
3 A: exciton share of absorption f-sum = 0.903
3 A: plasmon energy = 11.236 eV
3 A: plasmon share of loss f-sum = 0.949
3 A: lowest loss pole on the k grid = 7.013 eV
3 A: at exciton Im eps = 32.861, loss = 0.0303
3 A: at plasmon Im eps = 0.0551, loss = 18.116
3 A: rms energy, absorption = 6.168 eV
3 A: rms energy, loss = 11.128 eV
3 A: f-sum / (pi wp2/2): absorption 0.9994, loss 0.9994
20 A: absorption pole = 7.6651 eV, loss pole = 7.6840 eV
20 A: pole splitting = 18.86 meV
20 A: relative difference at eta = 0.002 eV: 0.989
40 A: delta = 0.01179, predicted difference = 0.00766
```
